# Intrinsic Carrier Density in a Model Narrow-Gap Oxide Semiconductor

## Problem

A thin oxide film is to serve as the channel of a p-type transistor. It is modelled as a semiconductor with gap $E_g=0.7$ eV at $T=300$ K. The effective densities of states of the conduction and valence bands are equal, $N_c=N_v=10^{19}$ cm$^{-3}$. These are round model parameters, not data for a particular oxide.

Each band is parabolic and isotropic, with one valley and spin degeneracy two. States inside the gap are left out. The film is taken to be thick enough for its states to be counted as in a bulk crystal. For the masses implied by $N_c$ and $N_v$, and with impenetrable surfaces, confinement lowers the intrinsic density by about 15 % at a thickness of 20 nm and by 3 % at 100 nm. At 10 nm the reduction is already 29 % and at 5 nm more than half; at 3 nm the gap widens by about 0.15 eV. For such films the bulk count fails. The film is in thermal equilibrium, with Fermi level $\mu$ measured from the valence band edge.

(a) Derive the electron density $n$ and the hole density $p$ as functions of $\mu$, for a Fermi level well inside the gap. Show what $N_c$ and $N_v$ mean.

(b) Find the density $n_i$ of electrons, equal to that of holes, in the undoped film, and the position of the Fermi level. Evaluate both.

(c) Estimate the error made by replacing the Fermi function by an exponential.

(d) How strongly does $n_i$ respond to temperature and to the gap?

(e) A gate moves the Fermi level. What is the smallest total carrier density $n+p$ it can produce at a point in equilibrium, and what does this imply for the conductivity?

(f) Find $n$ and $p$ when the film contains fully ionized acceptors of density $N_A=10^{17}$ cm$^{-3}$, and again for $N_A=2\times10^{13}$ cm$^{-3}$.

Energies are given in eV and densities in cm$^{-3}$, the natural units here.

## Solution

### (a) Carrier densities

**Density of states.** Let $\varepsilon=E-E_g$ be the energy above the conduction band edge, with $\varepsilon=\hbar^2k^2/2m_c$. Per unit volume there are $2/(2\pi)^3$ states per volume of $k$-space, the 2 counting spin. The number of states inside a sphere of radius $k$ is therefore

$$
\frac{2}{8\pi^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}
=\frac{1}{3\pi^2}\left(\frac{2m_c\varepsilon}{\hbar^2}\right)^{3/2}.
$$

Its derivative with respect to $\varepsilon$ is the density of states,

$$
g_c(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.
$$

**Electrons.** Each state is occupied with the probability given by the Fermi function. Put $x=\varepsilon/k_BT$ and $\eta_c=(\mu-E_g)/k_BT$. Then

$$
n=\frac{1}{2\pi^2}\left(\frac{2m_ck_BT}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt{x}\,dx}{e^{x-\eta_c}+1}. \tag{1}
$$

The upper limit may be set to infinity because the integrand dies out within several $k_BT$ of the edge, where the parabolic form is assumed to hold.

If $\mu$ lies several $k_BT$ below the conduction band edge, $e^{x-\eta_c}$ is much larger than 1 for every $x\ge0$, and the 1 in the denominator can be dropped. The remaining integral follows from $x=u^2$ and an integration by parts:

$$
\int_0^\infty\sqrt{x}\,e^{-x}dx=\int_0^\infty u\,(2u\,e^{-u^2})\,du
=\left[-u\,e^{-u^2}\right]_0^\infty+\int_0^\infty e^{-u^2}du=\frac{\sqrt\pi}{2}.
$$

The prefactor is simplified with

$$
\left(\frac{2m_ck_BT}{\hbar^2}\right)^{3/2}
=(4\pi)^{3/2}\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2},
\qquad
\frac{1}{2\pi^2}\,\frac{\sqrt\pi}{2}\,(4\pi)^{3/2}=2 .
$$

Hence

$$
n=N_c\,e^{-(E_g-\mu)/k_BT},\qquad
N_c=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2}. \tag{2}
$$

**Holes.** A hole is an empty valence state. At depth $\varepsilon$ below the valence edge the energy is $E=-\varepsilon$, and the probability of being empty is

$$
1-\frac{1}{e^{(-\varepsilon-\mu)/k_BT}+1}=\frac{1}{e^{(\varepsilon+\mu)/k_BT}+1}.
$$

This is the electron expression with $\eta_c$ replaced by $\eta_v=-\mu/k_BT$. The same integral gives

$$
p=N_v\,e^{-\mu/k_BT},\qquad
N_v=2\left(\frac{m_vk_BT}{2\pi\hbar^2}\right)^{3/2}. \tag{3}
$$

The effective density of states is thus neither the total number of states in a band nor a density per unit energy. It is the density of states that, if all were placed at the band edge, would hold the same number of carriers in the exponential regime. Solving (2) for the mass,

$$
m_c=\frac{2\pi\hbar^2}{k_BT}\left(\frac{N_c}{2}\right)^{2/3},
$$

shows that $10^{19}$ cm$^{-3}$ at 300 K corresponds to a mass of 0.54 electron masses.

### (b) The undoped film

Multiplying (2) and (3) removes the Fermi level:

$$
np=N_cN_v\,e^{-E_g/k_BT}. \tag{4}
$$

Creating an electron and a hole at the band edges costs the energy $E_g$, wherever $\mu$ lies, so the full gap appears in the product. Without dopants or charged defects, neutrality requires $n=p=n_i$. The left side of (4) is then $n_i^2$, and

$$
n_i=\sqrt{N_cN_v}\;e^{-E_g/2k_BT}. \tag{5}
$$

The 2 in the exponent comes from this square root: the cost of a pair is shared between two densities.

The Fermi level follows from equating (2) and (3). Taking the logarithm of $N_ce^{-(E_g-\mu)/k_BT}=N_ve^{-\mu/k_BT}$ gives

$$
\ln N_c-\frac{E_g-\mu}{k_BT}=\ln N_v-\frac{\mu}{k_BT}
\quad\Rightarrow\quad
\mu=\frac{E_g}{2}+\frac{k_BT}{2}\ln\frac{N_v}{N_c}. \tag{6}
$$

For equal effective densities the logarithm vanishes and $\mu=0.35$ eV, the middle of the gap.

With $k_BT=0.025852$ eV, the exponent is

$$
\frac{E_g}{2k_BT}=\frac{0.7}{2\times0.025852}=13.539,
\qquad e^{-13.539}=1.319\times10^{-6},
$$

and therefore

$$
n_i=10^{19}\ \text{cm}^{-3}\times1.319\times10^{-6}
=1.3\times10^{13}\ \text{cm}^{-3}=1.3\times10^{19}\ \text{m}^{-3}.
$$

Using $E_g/k_BT$ in place of half that value would give $1.7\times10^{7}$ cm$^{-3}$. By (2), this is the electron density when the Fermi level sits at the valence band edge, $\mu=0$. It does not describe a neutral undoped film.

**Unequal bands.** Masses of 0.30 for electrons and 2.00 for holes, in electron masses, give $N_c=4.12\times10^{18}$ and $N_v=7.10\times10^{19}$ cm$^{-3}$ at the same gap and temperature. Equation (5) gives $n_i=2.257\times10^{13}$ cm$^{-3}$, and (6) puts the Fermi level at 0.3868 eV, above midgap. The valence band has more thermally accessible states, so $\mu$ must move away from it to keep the two densities equal. A numerical solution of neutrality with the full Fermi function agrees with both values to the digits given here.

### (c) Error of the exponential form

Write $y=x-\eta$, where $\eta$ stands for $\eta_c$ or $\eta_v$. For $\eta<0$ we have $y>0$ throughout the integral, and

$$
\frac{1}{e^y+1}=\frac{e^{-y}}{1+e^{-y}}=e^{-y}-e^{-2y}+\cdots .
$$

The second term requires the integral

$$
\int_0^\infty\sqrt{x}\,e^{-2x}dx=\frac{1}{2^{3/2}}\,\frac{\sqrt\pi}{2},
$$

obtained by substituting $t=2x$. Therefore

$$
n=N_c\,e^{\eta_c}\left(1-\frac{e^{\eta_c}}{2^{3/2}}+\cdots\right), \tag{7}
$$

and likewise for holes. The correction is negative because the exponential overestimates the occupation, which the Pauli principle limits to one electron per state.

At midgap $e^{\eta_c}=1.319\times10^{-6}$, so the relative correction to $n_i$ is $-4.66\times10^{-7}$. Numerical integration of (1) gives the same deviation. The exponential form is therefore ample here; uncertainty in the gap and in the band shapes matters far more. It loses accuracy as $\mu$ approaches a band edge, where $e^\eta$ is no longer small: it overestimates the density by about 2 % at $3k_BT$ from the edge, 12 % at $k_BT$ and 31 % at the edge itself.

### (d) Response to temperature and gap

Suppose first that the gap and the masses do not change with temperature. Since $N_c$ and $N_v$ are both proportional to $T^{3/2}$, so is $\sqrt{N_cN_v}$, and

$$
\ln n_i=\text{const}+\frac32\ln T-\frac{E_g}{2k_BT}.
$$

Because $d(1/T)/d\ln T=-1/T$,

$$
\frac{d\ln n_i}{d\ln T}=\frac32+\frac{E_g}{2k_BT}=1.5+13.54=15.04 . \tag{8}
$$

Near 300 K the density rises roughly as the fifteenth power of temperature, and most of that comes from the exponential. Warming the film from 300 to 310 K raises $n_i$ to $2.14\times10^{13}$ cm$^{-3}$, a factor of 1.63.

If the gap itself depends on temperature, differentiating $-E_g(T)/2k_BT$ adds the term $-(1/2k_B)\,dE_g/dT$ to (8). For a linear law $E_g=E_0-aT$ this term is $+a/2k_B$, and

$$
\frac{E_0-aT}{2k_BT}+\frac{a}{2k_B}=\frac{E_0}{2k_BT}.
$$

The temperature slope then reveals the extrapolated gap $E_0$, whereas the density at 300 K is set by the gap at 300 K.

For a change $\Delta$ of the gap at fixed temperature, (5) gives a factor $e^{-\Delta/2k_BT}$. Setting it equal to $1/10$ yields

$$
\Delta=2k_BT\ln10=0.119\ \text{eV}.
$$

An uncertainty of 0.05 eV in the gap therefore changes $n_i$ by a factor $10^{0.05/0.119}\approx2.6$. For a real film, a calculated $n_i$ is no more certain than this factor unless the gap is known better. The relevant gap is the smallest energy separation of the band edges, even if they lie at different crystal momenta, because equilibrium occupation depends on energy alone.

### (e) The floor under the carrier density

While (4) holds, moving the Fermi level raises one density and lowers the other at fixed product $np=n_i^2$. The identity

$$
n+p=(\sqrt n-\sqrt p)^2+2\sqrt{np}=(\sqrt n-\sqrt p)^2+2n_i
$$

contains a square that cannot be negative. Hence

$$
n+p\ \ge\ 2n_i=2.6\times10^{13}\ \text{cm}^{-3}, \tag{9}
$$

with equality when $n=p$. Near a band edge (4) loses accuracy, but there the majority density alone is a sizeable fraction of $10^{19}$ cm$^{-3}$, so the floor is not undercut.

For the unequal bands of part (b), a numerical search over the Fermi level with the full Fermi function finds a least total of $4.513\times10^{13}$ cm$^{-3}$. This agrees with $2n_i$ for that case, although the minimum no longer lies at midgap.

In equilibrium and without gap states, a gate that keeps removing holes from a p-type channel thus eventually brings in electrons. In a real oxide, gap states may take up the gate charge first. The conductivity has a related floor. With electron and hole mobilities $b_n$ and $b_p$ and elementary charge $e$, apply the same identity to $b_nn$ and $b_pp$, again for Fermi levels at which (4) holds:

$$
\sigma=e(b_nn+b_pp)\ \ge\ 2e\sqrt{b_nb_p\,np}=2e\,n_i\sqrt{b_nb_p}. \tag{10}
$$

Equality requires $b_nn=b_pp$. If electrons are much less mobile than holes, the least conductivity occurs where electrons outnumber holes, and it is lower than hole mobility alone would suggest.

These are statements about a point in local equilibrium where the bulk count of states applies, with mobilities taken as independent of density. Close to an impenetrable surface the wave functions vanish and the local density falls below the floor: with flat bands and the Fermi level at midgap, $n+p$ is about $0.3\times2n_i$ at 1 nm from the surface and comes within 4 % of $2n_i$ at 3 nm. The current in a transistor also depends on its geometry, its contacts and the potential profile across the film. Under a large drain voltage, electrons and holes need not share one Fermi level; then $np$ can differ from $n_i^2$, and (9) and (10) need not hold.

### (f) Acceptors

An ionized acceptor carries one negative charge, so neutrality reads $p=n+N_A$. Inserting $n=n_i^2/p$ and multiplying by $p$ gives

$$
p^2-N_Ap-n_i^2=0,\qquad
p=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2}. \tag{11}
$$

The other root is negative and is discarded.

**Strong doping.** For $N_A\gg n_i$ the root gives $p\approx N_A$. With $N_A=10^{17}$ cm$^{-3}$,

$$
p=1.00\times10^{17}\ \text{cm}^{-3},\qquad
n=\frac{(1.319\times10^{13})^2}{10^{17}}\ \text{cm}^{-3}=1.74\times10^{9}\ \text{cm}^{-3}.
$$

The Fermi level has moved down to $\mu=k_BT\ln(N_v/p)=0.025852\ln100=0.119$ eV. This hole density is about 3800 times the floor in (9), which indicates how far a gate could reduce the carrier density at a point. It is not a prediction of the on–off current ratio.

Full ionization at this density requires a shallow acceptor. A level at energy $E_A$ above the valence edge, with degeneracy factor $g$, is ionized with probability $1/(1+g\,e^{(E_A-\mu)/k_BT})$. Solving neutrality with $g=2$ gives $p/N_A=0.890$, $0.625$ and $0.137$ for $E_A=0.05$, $0.10$ and $0.20$ eV, so for deeper acceptors $p$ falls well below $N_A$.

With full ionization, the holes are dense enough for the correction in (7) to be visible. It applies to $p$, while the electrons remain far in the exponential regime. To first order $e^{\eta_v}\approx p/N_v$, so

$$
np=n_i^2\left(1-\frac{p}{2^{3/2}N_v}\right)
=n_i^2\left(1-\frac{0.01}{2.828}\right)=0.9965\,n_i^2 .
$$

The full Fermi function gives the same factor to four digits. It lowers the electron density from 1.740 to $1.734\times10^9$ cm$^{-3}$, a change of about 0.4 %.

**Weak doping.** For $N_A\ll n_i$ the root in (11) is close to $n_i$, so $p\approx n_i+N_A/2$: half of the acceptor charge is balanced by added holes and half by lost electrons. The value $N_A=2\times10^{13}$ cm$^{-3}$ lies between the limits and needs the full root. In units of $10^{13}$ cm$^{-3}$,

$$
p=1+\sqrt{1+1.319^2}=2.66,\qquad n=p-2=0.66 .
$$

The holes outnumber the acceptors because thermal pairs still contribute. In a neutral film without charged gap states, holes far outnumber electrons only if the net acceptor density is well above $n_i$. A gate can also create such a majority of holes locally, without acceptors.

**Gap states.** In an amorphous or defective oxide, charged gap states enter the neutrality condition and can move $\mu$ far from the value in (6). As long as the band edges remain well defined and the carriers nondegenerate, (4) still holds for carriers in the bands, but $n$ and $p$ separately differ from $n_i$ unless the charges in the gap states cancel. If band tails merge with the band states, the parabolic count behind $N_c$ and $N_v$ must itself be replaced. The check's output lists the main numerical values.

## Values computed for the example and the checks

```
STATED CASE
gap Eg = 0.700 eV
temperature T = 300.0 K
effective densities Nc = Nv = 1.000e+19 cm^-3
corresponding effective mass = 0.5415 electron masses
thermal energy kT = 0.025852 eV
Eg/(2kT) = 13.5386 (no unit)
exp(-Eg/(2kT)) = 1.3190e-06 (no unit)
intrinsic density, formula = 1.3190e+13 cm^-3
intrinsic density, formula = 1.3190e+19 m^-3
intrinsic density, full integration = 1.3190e+13 cm^-3
Fermi level above valence edge, full = 0.350000 eV
relative deviation full/formula - 1 = -4.664e-07
predicted first correction = -4.664e-07
wrong value without factor 2 = 1.740e+07 cm^-3
floor of n + p, 2*ni = 2.6381e+13 cm^-3
SENSITIVITY
d ln ni/d ln T, formula = 15.0386 (no unit)
d ln ni/d ln T, full = 15.0386 (no unit)
intrinsic density at 310 K, full = 2.1443e+13 cm^-3
ratio ni(310 K)/ni(300 K) = 1.6257
gap increase for tenfold lower ni = 0.1191 eV
UNEQUAL MASSES
electron, hole mass = 0.30, 2.00 electron masses
Nc = 4.1234e+18 cm^-3, Nv = 7.0977e+19 cm^-3
ni formula = 2.25655e+13 cm^-3, full = 2.25654e+13 cm^-3
Fermi level formula = 0.38678 eV, full = 0.38678 eV
least n + p, full = 4.51309e+13 cm^-3
2*ni, formula = 4.51309e+13 cm^-3
ACCEPTOR DOPING OF THE STATED CASE
acceptors Na = 1.000e+17 cm^-3
holes, formula = 1.0000e+17 cm^-3, full = 1.0000e+17 cm^-3
electrons, formula = 1.7399e+09 cm^-3, full = 1.7337e+09 cm^-3
Fermi level above valence edge, full = 0.1190 eV
n*p/ni^2, full = 0.996471 (no unit)
n*p/ni^2, first-order formula = 0.996464 (no unit)
weak acceptors Na = 2.000e+13 cm^-3
holes, formula = 2.6553e+13, full = 2.6553e+13 cm^-3
```
